# Hashin-Shtrikman conductivity bounds from a variational comparison medium, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the heat equation to the bounds

### A factor of two from the word "isotropic"

A polymer layer 50 µm thick carries 20 W/cm² from a chip to its lid. The polymer conducts 0.2 W/(m K). Half of its volume is a ceramic filler that conducts 30 W/(m K). If nothing more is known, the temperature drop across the layer can lie anywhere between 0.66 K and 25.2 K. These are the drops for the two materials arranged in parallel and in series. If we add that the mixture has no preferred direction, the largest possible drop falls to 12.9 K and the smallest rises to 0.82 K.

The added statement says nothing about grain shape, grain size or whether the grains touch. Yet it removes half of the temperature range. These notes derive the narrower limits, the Hashin-Shtrikman bounds, and show where the information comes from.

### Setting and conventions

Phase $i$ has volume fraction $f_i$, with $\sum_i f_i=1$, and a scalar conductivity $k_i>0$. The local conductivity $k(\mathbf x)$ takes the value $k_i$ in phase $i$. We assume steady conduction by Fourier's law, no heat sources, and perfect interfaces: temperature and normal heat flux are continuous across them.

Write $\mathbf g=-\nabla T$, so that the heat flux is $\mathbf q=k\mathbf g$ with a plus sign. Angle brackets denote the average over a periodic cell. A random material is treated as the limit of cells much larger than its grains, in which cell averages settle to fixed values. Split the gradient as

$$\mathbf g=\mathbf E+\mathbf g',\qquad \mathbf g'=-\nabla\theta,\qquad \langle\mathbf g'\rangle=0,$$

where $\mathbf E$ is the imposed mean and $\theta$ is periodic. Fields of this form are called admissible. The actual field $\mathbf g_s$ is the admissible one whose flux $\mathbf q_s=k\mathbf g_s$ has zero divergence. The effective conductivity $k^*$ is defined by $\langle\mathbf q_s\rangle=k^*\mathbf E$. For an isotropic material $k^*$ is a scalar.

SI-based units are used throughout, because atomic units are unnatural for a package.

### The minimum principle

One fact is used repeatedly. If $\nabla\cdot\mathbf q=0$ and $\mathbf h=-\nabla\phi$ with $\mathbf q$ and $\phi$ periodic, then

$$\langle\mathbf q\cdot\mathbf h\rangle=-\langle\mathbf q\cdot\nabla\phi\rangle=\langle\phi\,\nabla\cdot\mathbf q\rangle=0 .\tag{1}$$

The second equality is integration by parts; the boundary terms on opposite faces of the cell cancel.

Any admissible field can be written $\mathbf g=\mathbf g_s+\mathbf h$, where $\mathbf h$ is a mean-free gradient. Then

$$\langle kg^2\rangle=\langle kg_s^2\rangle+2\langle\mathbf q_s\cdot\mathbf h\rangle+\langle kh^2\rangle .$$

The middle term vanishes by (1) and the last is not negative, so the actual field minimizes $\langle kg^2\rangle$. The value at the minimum is

$$\langle\mathbf q_s\cdot\mathbf g_s\rangle=\langle\mathbf q_s\rangle\cdot\mathbf E+\langle\mathbf q_s\cdot\mathbf g_s'\rangle=k^*E^2,$$

again by (1). Hence

$$k^*E^2=\min_{\mathbf g}\langle kg^2\rangle .\tag{2}$$

We call $\langle kg^2\rangle$ the energy, although its unit is not that of an energy. Putting the uniform field $\mathbf g=\mathbf E$ into (2) gives $k^*\le\sum_if_ik_i$, the parallel bound. To do better we need a field that responds to the structure. Computing one directly would require the full geometry, and the comparison medium is a way around this.

### A uniform comparison medium

Choose a constant $k_0>0$, different from every $k_i$, and any vector field $\boldsymbol\tau(\mathbf x)$. Expanding a square gives

$$(k-k_0)\left(\mathbf g-\frac{\boldsymbol\tau}{k-k_0}\right)^2=(k-k_0)g^2-2\boldsymbol\tau\cdot\mathbf g+\frac{\tau^2}{k-k_0}.\tag{3}$$

The sign of the left side is the sign of $k-k_0$. Moving terms across and adding $k_0g^2$ to both sides, we find at every point

$$kg^2\ \ge\ k_0g^2+2\boldsymbol\tau\cdot\mathbf g-\frac{\tau^2}{k-k_0}\qquad\text{if }k_0<k,\tag{4}$$

and the same relation with $\le$ if $k_0>k$.

The field $\boldsymbol\tau$ has a physical meaning. The square in (3) vanishes when $\boldsymbol\tau=(k-k_0)\mathbf g$. This is the flux in the real material minus the flux that the comparison medium would carry under the same gradient. It is called the polarization, by analogy with a dielectric. In (4) it is a trial field that we may choose freely.

The gain is that the right side of (4) multiplies $g^2$ by a constant. Its minimum over $\mathbf g$ can therefore be found in closed form, whatever the geometry.

### Minimizing over the gradient

Let $G$ be the orthogonal projector onto mean-free gradient fields. For a Fourier component $e^{i\boldsymbol\xi\cdot\mathbf x}$, a gradient has its amplitude along $\boldsymbol\xi$. Thus $G$ keeps the part of the amplitude along $\boldsymbol\xi$:

$$\widehat{G\boldsymbol\tau}(\boldsymbol\xi)=\frac{\boldsymbol\xi\,(\boldsymbol\xi\cdot\hat{\boldsymbol\tau}(\boldsymbol\xi))}{\xi^2}\quad(\boldsymbol\xi\ne0),\qquad \widehat{G\boldsymbol\tau}(0)=0 .\tag{5}$$

Because $\mathbf g'$ lies in the space onto which $G$ projects, $\langle\boldsymbol\tau\cdot\mathbf g'\rangle=\langle(G\boldsymbol\tau)\cdot\mathbf g'\rangle$. Because $\mathbf g'$ has zero mean, $\langle g^2\rangle=E^2+\langle g'^2\rangle$. Therefore

$$\langle k_0g^2+2\boldsymbol\tau\cdot\mathbf g\rangle=k_0E^2+2\langle\boldsymbol\tau\rangle\cdot\mathbf E+k_0\langle g'^2\rangle+2\langle(G\boldsymbol\tau)\cdot\mathbf g'\rangle .$$

Complete the square in the last two terms:

$$k_0\langle g'^2\rangle+2\langle(G\boldsymbol\tau)\cdot\mathbf g'\rangle=k_0\left\langle\left(\mathbf g'+\frac{G\boldsymbol\tau}{k_0}\right)^2\right\rangle-\frac{\langle(G\boldsymbol\tau)^2\rangle}{k_0}.$$

The choice $\mathbf g'=-G\boldsymbol\tau/k_0$ is admissible and removes the square. For an orthogonal projector $\langle(G\boldsymbol\tau)^2\rangle=\langle\boldsymbol\tau\cdot G\boldsymbol\tau\rangle$. So

$$\min_{\mathbf g}\langle k_0g^2+2\boldsymbol\tau\cdot\mathbf g\rangle=k_0E^2+2\langle\boldsymbol\tau\rangle\cdot\mathbf E-\frac{\langle\boldsymbol\tau\cdot G\boldsymbol\tau\rangle}{k_0}.\tag{6}$$

### The two-sided principle

Define

$$H(\boldsymbol\tau)=2\langle\boldsymbol\tau\rangle\cdot\mathbf E-\left\langle\frac{\tau^2}{k-k_0}\right\rangle-\frac{\langle\boldsymbol\tau\cdot G\boldsymbol\tau\rangle}{k_0}.\tag{7}$$

Suppose first that $k_0$ lies below every $k_i$. Average (4) and apply it to the actual field. The left side is $k^*E^2$. The right side is no smaller than its minimum over all admissible fields, which is $k_0E^2+H$ by (6).

Suppose next that $k_0$ lies above every $k_i$. By (2), $k^*E^2\le\langle kg^2\rangle$ for every admissible field, and the reversed (4) bounds this from above. Use it for the field that attains the minimum (6). The two results are

$$(k^*-k_0)E^2\ \ge\ H(\boldsymbol\tau)\quad(k_0<\text{all }k_i),\qquad (k^*-k_0)E^2\ \le\ H(\boldsymbol\tau)\quad(k_0>\text{all }k_i).\tag{8}$$

If $k_0$ lies between two of the $k_i$, the pointwise inequalities point in different directions and the argument gives no bound.

Equality holds in (8) for $\boldsymbol\tau=(k-k_0)\mathbf g_s$. The square in (3) then vanishes at $\mathbf g=\mathbf g_s$. Moreover $k_0\mathbf g_s+\boldsymbol\tau=\mathbf q_s$, and $G\mathbf q_s=0$ by (1). Hence $k_0\mathbf g_s'+G\boldsymbol\tau=0$, which is the condition for the minimum (6). The principle thus loses nothing by itself; any gap comes from the trial field.

### Where isotropy enters

Take a polarization that is constant within each phase,

$$\boldsymbol\tau(\mathbf x)=\sum_i\boldsymbol\tau_i\chi_i(\mathbf x),$$

where $\chi_i$ is 1 in phase $i$ and 0 elsewhere. Its mean is $\bar{\boldsymbol\tau}=\sum_if_i\boldsymbol\tau_i$. By (5) and Parseval's relation,

$$\langle\boldsymbol\tau\cdot G\boldsymbol\tau\rangle=\sum_{ij}\boldsymbol\tau_i\cdot\mathsf A_{ij}\boldsymbol\tau_j,\qquad
\mathsf A_{ij}=\sum_{\boldsymbol\xi\ne0}\hat\chi_i^*(\boldsymbol\xi)\hat\chi_j(\boldsymbol\xi)\,\frac{\boldsymbol\xi\boldsymbol\xi}{\xi^2}.\tag{9}$$

The whole geometry enters through these tensors. Their traces are known without any information about shape. The trace of $\boldsymbol\xi\boldsymbol\xi/\xi^2$ is 1, and the sum over all $\boldsymbol\xi$ is $\langle\chi_i\chi_j\rangle=f_i\delta_{ij}$, because two phases do not overlap. Removing the term $\boldsymbol\xi=0$ leaves

$$\operatorname{tr}\mathsf A_{ij}=f_i\delta_{ij}-f_if_j .$$

In a statistically isotropic material the product $\hat\chi_i^*\hat\chi_j$ has, on average, no dependence on the direction of $\boldsymbol\xi$. Then $\mathsf A_{ij}$ has no preferred axis and is a multiple of the unit tensor. In three dimensions that multiple is one third of the trace, so

$$\langle\boldsymbol\tau\cdot G\boldsymbol\tau\rangle=\frac13\left(\sum_if_i\tau_i^2-\bar\tau^2\right).\tag{10}$$

Grain size and grain spacing have dropped out: they determine how the spectrum is spread over wavelengths, whereas (9) weights directions alone. Cubic symmetry also suffices, since quarter turns about three perpendicular axes leave no second-rank tensor invariant except a multiple of the unit tensor.

The factor $1/3$ was tested on random overlapping spheres in a periodic cube. For 100 samples, the share of $\mathsf A$ along one axis averaged 0.330 with a standard error of 0.003, in agreement with $1/3$. When the grains were flattened to half their thickness along that axis, the share rose to 0.51 on a grid of 31 points per side. This value is limited by the grid. The structure is an isotropic one compressed by a factor of two, so with $\mu$ the direction cosine along the axis the continuum share is $\int_0^1 4\mu^2/(1+3\mu^2)\,d\mu=0.527$. Flattened grains aligned along a common axis therefore invalidate (10), even if the positions are random. Aligned cubes, by contrast, keep the share $1/3$ through their cubic symmetry.

### Choosing the best constants

With (10), the functional becomes

$$H=2\bar{\boldsymbol\tau}\cdot\mathbf E-\sum_i\frac{f_i\tau_i^2}{k_i-k_0}-\frac1{3k_0}\left(\sum_if_i\tau_i^2-\bar\tau^2\right).$$

Differentiate with respect to $\boldsymbol\tau_i$, remembering that $\partial\bar\tau^2/\partial\boldsymbol\tau_i=2f_i\bar{\boldsymbol\tau}$, and divide by $2f_i$:

$$\frac{\boldsymbol\tau_i}{k_i-k_0}+\frac{\boldsymbol\tau_i-\bar{\boldsymbol\tau}}{3k_0}=\mathbf E .\tag{11}$$

This stationary point is the best choice in its class. For $k_0$ below all $k_i$, both quadratic terms of $H$ are negative or zero, so $H$ has a maximum, as a lower bound requires. For $k_0$ above all $k_i$, the first quadratic term is $+\sum_if_i\tau_i^2/(k_0-k_i)$. It exceeds $\sum_if_i\tau_i^2/k_0$ and outweighs the second, so $H$ has a minimum.

Take the scalar product of (11) with $f_i\boldsymbol\tau_i$ and sum over $i$. The left side becomes the two quadratic terms of $H$ with their signs reversed, and the right side is $\bar{\boldsymbol\tau}\cdot\mathbf E$. So at the stationary point $H=2\bar{\boldsymbol\tau}\cdot\mathbf E-\bar{\boldsymbol\tau}\cdot\mathbf E=\bar{\boldsymbol\tau}\cdot\mathbf E$.

To find $\bar{\boldsymbol\tau}$, collect the terms in $\boldsymbol\tau_i$, using

$$\frac1{k_i-k_0}+\frac1{3k_0}=\frac{k_i+2k_0}{3k_0(k_i-k_0)} .$$

Equation (11) then gives

$$\boldsymbol\tau_i=3k_0b_i\left(\mathbf E+\frac{\bar{\boldsymbol\tau}}{3k_0}\right),\qquad b_i=\frac{k_i-k_0}{k_i+2k_0}.$$

Average over the phases and write $\beta=\sum_if_ib_i$. The result $\bar{\boldsymbol\tau}=3k_0\beta\mathbf E+\beta\bar{\boldsymbol\tau}$ yields

$$\bar{\boldsymbol\tau}=\frac{3k_0\beta}{1-\beta}\,\mathbf E .\tag{12}$$

Since $b_i=1-3k_0/(k_i+2k_0)$, we have $\beta=1-3k_0S$ with $S=\sum_if_i/(k_i+2k_0)$. The coefficient in (12) is therefore $\beta/S=1/S-3k_0$. Adding $k_0$, we obtain the value that bounds $k^*$:

$$K(k_0)=\left[\sum_i\frac{f_i}{k_i+2k_0}\right]^{-1}-2k_0 .\tag{13}$$

By (8), $K(k_0)\le k^*$ for every $k_0$ below the smallest conductivity $k_{\min}$, and $K(k_0)\ge k^*$ for every $k_0$ above the largest, $k_{\max}$. The function $K$ is continuous, so both statements survive the limits $k_0\to k_{\min}$ and $k_0\to k_{\max}$:

$$K(k_{\min})\ \le\ k^*\ \le\ K(k_{\max}).\tag{14}$$

These are the Hashin-Shtrikman bounds.

## Second half: tightness, attainment and a chip package

### Symbols and results carried over

Phase $i$ has fraction $f_i$ and conductivity $k_i$; the extremes are $k_{\min}$ and $k_{\max}$. The effective conductivity $k^*$ satisfies $k^*E^2=\min\langle kg^2\rangle$ over fields $\mathbf g=-\nabla T$ of mean $\mathbf E$. A uniform comparison medium $k_0$ leads to

$$K(k_0)=\frac1S-2k_0=k_0\,\frac{1+2\beta}{1-\beta},\qquad S=\sum_i\frac{f_i}{k_i+2k_0},\qquad \beta=\sum_if_i\frac{k_i-k_0}{k_i+2k_0}.$$

The second form is $k_0$ plus the coefficient $3k_0\beta/(1-\beta)$ of (12). For isotropic or cubic composites $K(k_{\min})\le k^*\le K(k_{\max})$. Isotropy entered through a single number: the share $1/3$ of the structure's spectrum that belongs to each axis.

### Why the bounds are tighter than series and parallel

Differentiate $K=1/S-2k_0$. Since $dS/dk_0=-2\sum_if_i/(k_i+2k_0)^2$,

$$\frac{dK}{dk_0}=\frac2{S^2}\left[\sum_i\frac{f_i}{(k_i+2k_0)^2}-S^2\right].\tag{15}$$

With $a_i=1/(k_i+2k_0)$, the bracket is the mean of $a_i^2$ minus the square of the mean of $a_i$, taken with weights $f_i$. It is a variance. It is positive as soon as two phases that are present have different conductivities, so $K$ increases strictly with $k_0$.

The ends of the range are familiar. At $k_0=0$ we have $K=(\sum_if_i/k_i)^{-1}$, the series value. For large $k_0$, with $\bar k=\sum_if_ik_i$,

$$S=\frac1{2k_0}\left(1-\frac{\bar k}{2k_0}+O(k_0^{-2})\right),\qquad \frac1S=2k_0+\bar k+O(k_0^{-1}),$$

so $K\to\bar k$, the parallel value. Hence, for unequal phases,

$$K(0)<K(k_{\min})\le k^*\le K(k_{\max})<K(\infty).\tag{16}$$

The series and parallel bounds thus come from the same construction with a needlessly extreme comparison medium. Monotonicity also shows that $k_{\min}$ and $k_{\max}$ are the best permitted choices.

For isotropic or cubic composites, the effective conductivity lies between the Hashin-Shtrikman bounds, which are strictly tighter than the series and parallel bounds when the phases have different conductivities. It remains to examine laminates, test the bounds numerically, show that coated spheres attain them for two phases, and apply them to the filled polymer layer.
